# Fitting Frequency of the Godby-Needs Pole in the Electron Gas: a numerical check

```python
"""Godby-Needs plasmon-pole model for the electron gas at rs = 2 (Hartree units).
Model: 1/eps(q,w) = 1 + Omega^2/(w^2 - pole^2), fitted at w = 0 and w = i*u0.
Result under test: pole^2 = u0^2 S(u0)/(S(0)-S(u0)), S(u) = 1 - 1/eps(q,iu);
the pole rises with u0, and the correlation self-energy at k = kF and
energy = Fermi energy, resolved in momentum transfer q, becomes more negative:
dSigma/dq = -S(0) pole/(2 pi q kF) ln[(D+ + pole)/(|D-| + pole)],
D+- = q^2/2 +- q kF.  Reference: the same self-energy with full RPA screening."""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

HA = physical_constants["Hartree energy in eV"][0]
RS = 2.0
KF = (9 * np.pi / 4) ** (1 / 3) / RS
WP = np.sqrt(3 / RS**3)
STATIC = 1e-14          # stands for zero frequency, avoids 0*inf at q = 2kF
RATIOS = np.array([0.5, 0.75, 1.0, 1.5, 2.0])
QTAB = np.array([0.25, 0.5, 0.75, 1.0, 1.5, 2.0, 2.5, 3.0])


def eps_minus_one(q, u, kf=KF):
    """Lindhard eps(q, iu) - 1."""
    z, y = q / (2 * kf), u / (q * kf)
    log_part = np.log1p(4 * z / ((1 - z) ** 2 + y**2))
    angles = np.arctan2(1 + z, y) + np.arctan2(1 - z, y)
    brace = 1 + (1 + y**2 - z**2) / (4 * z) * log_part - y * angles
    return 2 * kf / (np.pi * q**2) * brace


def screening(q, u):
    x = eps_minus_one(q, u)
    return x / (1 + x)


def gn_pole(q, u0):
    s0, su = screening(q, STATIC), screening(q, u0)
    return np.sqrt(u0**2 * su / (s0 - su))


def gn_shell(q, pole):
    """dSigma/dq of the pole model."""
    dplus, dminus = q**2 / 2 + q * KF, q**2 / 2 - q * KF
    log_part = np.log((dplus + pole) / (np.abs(dminus) + pole))
    return -screening(q, STATIC) * pole / (2 * np.pi * q * KF) * log_part


STEP = 0.1
U = np.exp(np.arange(-25, 12, STEP))    # logarithmic frequency grid


def imaginary_axis_shell(q, s_values):
    """dSigma/dq from any screening function tabulated on the grid U."""
    q = np.asarray(q, dtype=float)[:, None]
    dminus = q**2 / 2 - q * KF
    kernel = np.log1p(2 * q**3 * KF / (dminus**2 + U**2)) / (4 * q * KF)
    return -2 / np.pi**2 * STEP * np.sum(U * s_values * kernel, axis=1)


def rpa_shell(q):
    q = np.asarray(q, dtype=float)
    return imaginary_axis_shell(q, screening(q[:, None], U))


def q_grid(n, kf=KF):
    """Three blocks: 0..kF, kF..2kF, 2kF..60kF."""
    t, w = np.polynomial.legendre.leggauss(n)
    t, w = (t + 1) / 2, w / 2
    low = 1 / 30
    inv = low + (1 - low) * t
    q = np.concatenate([kf * t, kf * (1 + t), 2 * kf / inv])
    wt = np.concatenate([kf * w, kf * w, 2 * kf * (1 - low) * w / inv**2])
    return q, wt


def blocks(values, weights):
    return (values * weights).reshape(3, -1).sum(axis=1)


# ---- Lindhard formula against explicit momentum integration
t, w = np.polynomial.legendre.leggauss(100)
for q, u in [(0.5 * KF, 0.3), (1.3 * KF, 0.4), (2.6 * KF, 0.7)]:
    k, wk = KF * (t + 1) / 2, KF * w / 2
    d = q**2 / 2 + q * k[:, None] * t[None, :]
    integral = np.sum((wk * k**2)[:, None] * w * 2 * d / (d**2 + u**2))
    direct = 4 * np.pi / q**2 * integral / (2 * np.pi**2)
    assert abs(direct / eps_minus_one(q, u) - 1) < 1e-8


# ---- real-frequency dielectric function, plasmon and loss function
def eps_real(q, omega):
    z, nu = q / (2 * KF), (omega + 1e-13j) / (q * KF)

    def part(a):
        return (1 - a**2) / (4 * z) * np.log((a + 1) / (a - 1))
    return 1 + 2 * KF / (np.pi * q**2) * (1 + part(z - nu) + part(z + nu))


def pair_edge(q):
    return q**2 / 2 + q * KF


def plasmon(q):
    return brentq(lambda x: eps_real(q, x).real,
                  pair_edge(q) * (1 + 1e-9), 3 * WP, xtol=1e-13)


q_crit = brentq(lambda q: eps_real(q, pair_edge(q) * (1 + 1e-9)).real,
                0.4 * KF, 1.2 * KF)


def pole_from_loss(q, u0):
    """Root of the mean of omega^2 with weight L/(omega(omega^2+u0^2))."""
    kink = abs(q * KF - q**2 / 2)
    cuts = [0.0, kink, pair_edge(q)] if q < 2 * KF else [kink, pair_edge(q)]
    moments = []
    for power in (1, -1):
        def f(x):
            return -(1 / eps_real(q, x)).imag * x**power / (x**2 + u0**2)
        total = sum(quad(f, a, b, limit=300, epsabs=1e-10, epsrel=1e-9)[0]
                    for a, b in zip(cuts[:-1], cuts[1:]))
        if q < q_crit:
            x, h = plasmon(q), 1e-5
            slope = (eps_real(q, x + h) - eps_real(q, x - h)).real / (2 * h)
            total += np.pi / slope * x**power / (x**2 + u0**2)
        moments.append(total)
    return np.sqrt(moments[0] / moments[1])


for q in KF * np.array([0.5, 1.0, 1.5, 2.5]):
    for r in (0.5, 2.0):
        assert abs(pole_from_loss(q, r * WP) / gn_pole(q, r * WP) - 1) < 1e-5

# ---- limits of the fitting frequency
q = KF * QTAB
sum_rule_pole = WP / np.sqrt(screening(q, STATIC))
assert np.allclose(gn_pole(q, 1000 * WP), sum_rule_pole, rtol=1e-3)
for q in (0.8 * KF, 1.3 * KF):
    x0 = eps_minus_one(q, STATIC)
    predicted = (1 + x0) * x0 * q**3 * 1e-5 / 2
    assert abs(gn_pole(q, 1e-5) ** 2 / predicted - 1) < 1e-3

# ---- small-q dispersion coefficients
qs = 0.01 * KF
coef_num = (gn_pole(qs, RATIOS * WP) ** 2 - WP**2) / (KF * qs) ** 2
coef_formula = 1 / 3 - 4 / 15 / RATIOS**2
assert np.allclose(coef_num, coef_formula, atol=0.01)
qp = 0.05 * KF
coef_plasmon = (plasmon(qp) ** 2 - WP**2) / (KF * qp) ** 2
assert abs(coef_plasmon - 3 / 5) < 0.01
sign_change = brentq(lambda r: gn_pole(qs, r * WP) - WP, 0.6, 1.5)
assert abs(sign_change - np.sqrt(4 / 5)) < 0.005


# ---- model self-energy from a frequency contour rotated by 45 degrees
def contour_shell(q, pole):
    phase = np.exp(1j * np.pi / 4)
    omega = U * phase
    strength = screening(q, STATIC) * pole**2
    lo, hi = q**2 / 2 - q * KF, q**2 / 2 + q * KF
    cuts = [lo, 0.0, hi] if lo < 0 else [lo, hi]
    t, w = np.polynomial.legendre.leggauss(30)
    total = 0.0
    for a, b in zip(cuts[:-1], cuts[1:]):
        for d, wd in zip((a + b) / 2 + (b - a) / 2 * t, (b - a) / 2 * w):
            f = 2 * d / (omega**2 - d**2) * strength / (omega**2 - pole**2)
            total += wd * 1j / (2 * np.pi) * STEP * np.sum(omega * f)
    return 2 / np.pi * total / (2 * q * KF)


for q in KF * np.array([0.4, 1.2, 2.7]):
    p = gn_pole(q, 0.7 * WP)
    closed = gn_shell(q, p)
    assert abs(contour_shell(q, p) / closed - 1) < 1e-6
    model_s = screening(q, STATIC) * p**2 / (U**2 + p**2)
    assert abs(imaginary_axis_shell([q], model_s)[0] / closed - 1) < 1e-6
q = 1e-3 * KF
for r in RATIOS:
    limit = -q / (2 * np.pi * KF)
    assert abs(gn_shell(q, gn_pole(q, r * WP)) / limit - 1) < 0.01


# ---- integrated self-energies, monotonicity and convergence
def integrate_all(n):
    q, wt = q_grid(n)
    gn = np.array([blocks(gn_shell(q, gn_pole(q, r * WP)), wt)
                   for r in RATIOS])
    limit = blocks(gn_shell(q, WP / np.sqrt(screening(q, STATIC))), wt)
    return np.vstack([gn, limit, blocks(rpa_shell(q), wt)]) * HA


sigma = integrate_all(60)
assert np.max(np.abs(sigma - integrate_all(40))) < 5e-5
qm = KF * np.linspace(0.05, 10, 300)
poles = np.array([gn_pole(qm, r * WP) for r in RATIOS])
shells = np.array([gn_shell(qm, p) for p in poles])
assert np.all(np.diff(poles, axis=0) > 0)
assert np.all(np.diff(shells, axis=0) < 0)


# ---- RPA self-energy against the density derivative of the RPA energy
def energy_density(kf):
    q, wt = q_grid(60, kf)
    x = eps_minus_one(q[:, None], U, kf)
    inner = STEP * np.sum(U * (np.log1p(x) - x), axis=1) / (2 * np.pi)
    return np.sum(wt * q**2 * inner) / (2 * np.pi**2)


h = 1e-3
dn = KF**3 * ((1 + h) ** 3 - (1 - h) ** 3) / (3 * np.pi**2)
mu_c = (energy_density(KF * (1 + h)) - energy_density(KF * (1 - h))) / dn * HA
assert abs(mu_c - sigma[-1].sum()) < 5e-4

# ---- printed results
print(f"rs = {RS:.1f} bohr, kF = {KF:.5f} 1/bohr")
print(f"plasma frequency = {WP:.5f} Ha = {WP * HA:.3f} eV")
print(f"plasmon enters pair continuum at q/kF = {q_crit / KF:.4f}")
print("small-q coefficient c in pole^2 = wp^2 + c kF^2 q^2 (no unit)")
print("u0/wp   numerical   formula")
for r, a, b in zip(RATIOS, coef_num, coef_formula):
    print(f"{r:5.2f} {a:10.4f} {b:10.4f}")
print(f"true plasmon, numerical c = {coef_plasmon:.4f}")
print(f"c changes sign at u0/wp = {sign_change:.4f}")
print("pole position (eV); columns u0/wp = 0.5 0.75 1 1.5 2, plasmon")
for x in QTAB:
    row = " ".join(f"{gn_pole(x * KF, r * WP) * HA:8.3f}" for r in RATIOS)
    extra = f"{plasmon(x * KF) * HA:8.3f}" if x * KF < q_crit else "    none"
    print(f"q/kF={x:4.2f} {row} {extra}")
print("dSigma/d(q/kF) (eV): value at u0=wp, then changes from it for")
print("u0/wp = 0.5 0.75 1.5 2, then full RPA minus value at u0=wp")
for x in QTAB:
    q = x * KF
    vals = [gn_shell(q, gn_pole(q, r * WP)) * KF * HA for r in RATIOS]
    ref = vals[2]
    diffs = [vals[i] - ref for i in (0, 1, 3, 4)]
    diffs.append(rpa_shell([q])[0] * KF * HA - ref)
    print(f"q/kF={x:4.2f} {ref:8.4f} " + " ".join(f"{v:8.4f}" for v in diffs))
print("Sigma_c(kF) (eV): total, change from u0=wp, and its parts from")
print("q<kF, kF<q<2kF, q>2kF")
names = [f"u0/wp={r:4.2f}" for r in RATIOS] + ["sum rule  ", "full RPA  "]
for name, row in zip(names, sigma):
    change = row - sigma[2]
    parts = " ".join(f"{v:8.4f}" for v in change)
    print(f"{name} {row.sum():9.4f} {change.sum():8.4f} {parts}")
print(f"RPA energy derivative = {mu_c:.4f} eV")
print("verified")
```

Running it gives:

```
rs = 2.0 bohr, kF = 0.95958 1/bohr
plasma frequency = 0.61237 Ha = 16.664 eV
plasmon enters pair continuum at q/kF = 0.7290
small-q coefficient c in pole^2 = wp^2 + c kF^2 q^2 (no unit)
u0/wp   numerical   formula
 0.50    -0.7330    -0.7333
 0.75    -0.1407    -0.1407
 1.00     0.0667     0.0667
 1.50     0.2148     0.2148
 2.00     0.2667     0.2667
true plasmon, numerical c = 0.6010
c changes sign at u0/wp = 0.8944
pole position (eV); columns u0/wp = 0.5 0.75 1 1.5 2, plasmon
q/kF=0.25   15.980   16.517   16.737   16.908   16.970   17.386
q/kF=0.50   14.983   16.263   16.933   17.554   17.815   19.821
q/kF=0.75   14.391   16.156   17.241   18.431   19.017     none
q/kF=1.00   14.132   16.222   17.643   19.405   20.400     none
q/kF=1.50   13.987   16.600   18.598   21.479   23.429     none
q/kF=2.00   17.295   20.820   23.599   27.806   30.869     none
q/kF=2.50   49.160   50.149   51.303   53.744   56.068     none
q/kF=3.00   85.309   85.614   86.020   87.066   88.308     none
dSigma/d(q/kF) (eV): value at u0=wp, then changes from it for
u0/wp = 0.5 0.75 1.5 2, then full RPA minus value at u0=wp
q/kF=0.25  -0.7221   0.0092   0.0026  -0.0020  -0.0027   0.0100
q/kF=0.50  -1.0053   0.0522   0.0171  -0.0152  -0.0214   0.0260
q/kF=0.75  -1.0452   0.0956   0.0345  -0.0355  -0.0522   0.0237
q/kF=1.00  -0.9686   0.1183   0.0453  -0.0521  -0.0796   0.0070
q/kF=1.50  -0.7172   0.1173   0.0480  -0.0628  -0.1015  -0.0297
q/kF=2.00  -0.4615   0.0705   0.0292  -0.0394  -0.0652  -0.0472
q/kF=2.50  -0.1828   0.0041   0.0022  -0.0045  -0.0086  -0.0184
q/kF=3.00  -0.0897   0.0004   0.0002  -0.0006  -0.0012  -0.0057
Sigma_c(kF) (eV): total, change from u0=wp, and its parts from
q<kF, kF<q<2kF, q>2kF
u0/wp=0.50   -1.6790   0.1779   0.0538   0.1120   0.0121
u0/wp=0.75   -1.7870   0.0700   0.0191   0.0453   0.0056
u0/wp=1.00   -1.8569   0.0000   0.0000   0.0000   0.0000
u0/wp=1.50   -1.9434  -0.0865  -0.0194  -0.0581  -0.0089
u0/wp=2.00   -1.9947  -0.1378  -0.0286  -0.0934  -0.0158
sum rule     -2.1466  -0.2897  -0.0442  -0.1907  -0.0548
full RPA     -1.8920  -0.0350   0.0161  -0.0258  -0.0254
RPA energy derivative = -1.8920 eV
verified
```
